\section*{Thickness Scaling of Subthreshold Current in Undoped Double-Gate Transistors}

\section{Result}

A symmetric double-gate n-channel transistor has an undoped film of thickness $t$ between two equal insulators of thickness $t_{ox}$. Well below threshold its long-channel drain current is
\begin{equation}
I_0=q\mu\frac{W}{L}V_T\,n_i\,t\,e^{U/V_T}\left(1-e^{-V_{DS}/V_T}\right),\qquad V_T=\frac{kT}{q}.
\label{law}
\end{equation}
It is proportional to $t$ and does not contain $t_{ox}$. Here $\mu$ is the electron mobility, $n_i$ the intrinsic density and $L$ the channel length. The gate bias enters through
\begin{equation}
U=V_G-\Delta\phi ,
\end{equation}
where $\Delta\phi$ is the gate work function minus that of intrinsic silicon, in volts.

The width $W$ is that of one gate face. For a fin, $W$ is the fin height and $t$ the fin width. The factor $t$ already counts the whole film, so no further factor of two is applied for the two gates.

Equation (\ref{law}) holds at fixed $U$, temperature and mobility, for small mobile charge, negligible fixed charge, a long channel, and a film much thicker than the electron thermal wavelength. The main departures are estimated below; changes of mobility with film thickness or field are not treated.

\section{Model}

Let $x$ run across the film from $-t/2$ to $t/2$, and $y$ from source to drain. The electrostatic potential $\psi$ is zero where the intrinsic level lies at the source Fermi level. With Boltzmann statistics,
\begin{equation}
n=n_i e^{(\psi-V)/V_T}.
\label{density}
\end{equation}
The electron quasi-Fermi voltage $V$ is $0$ at the source and $V_{DS}$ at the drain. No current crosses the insulators, so $V$ is taken constant across the film.

In a long channel the potential varies much more slowly along $y$ than across $x$. Keeping only electron charge, Poisson's equation is
\begin{equation}
\epsilon_s\psi''=qn,\qquad \psi'(0)=0,
\label{poisson}
\end{equation}
where primes denote $d/dx$ and the second condition is symmetry. The charge-free insulator has a uniform field. Continuity of displacement at the right face gives
\begin{equation}
\epsilon_s\psi'(t/2)=\epsilon_{ox}\frac{U-\psi_s}{t_{ox}},\qquad \psi_s=\psi(t/2).
\label{boundary}
\end{equation}

At the source the hole-to-electron ratio is $e^{-2U/V_T}$, which is small once $U$ is several $V_T$. Near the drain holes may outnumber electrons, but their density, about $n_ie^{-U/V_T}$, is then too small to bend the potential.

\section{Why the insulator thickness drops out}

Without charge, (\ref{poisson}) gives $\psi'=0$ throughout the film. Equation (\ref{boundary}) then requires $\psi_s=U$, hence $\psi=U$ everywhere. No field crosses the insulator, so no voltage is lost in it, whatever its thickness.

The effect of the electrons can be bounded. Since $\psi''\ge0$ and $\psi'(0)=0$, the slope is non-negative for $x>0$. Thus $\psi(x)\le\psi_s$, and (\ref{boundary}) gives $\psi_s\le U$. Consequently
\begin{equation}
n\le n_0e^{-V/V_T}\le n_0,\qquad n_0=n_i e^{U/V_T}.
\end{equation}
One integration of (\ref{poisson}) yields
\begin{equation}
\psi'(x)=\frac{q}{\epsilon_s}\int_0^x n\,dx'\le\frac{qn_0x}{\epsilon_s}.
\end{equation}
Inserting $x=t/2$ in (\ref{boundary}) bounds the insulator drop, and a second integration bounds the film drop:
\begin{align}
U-\psi_s&=\frac{\epsilon_s t_{ox}}{\epsilon_{ox}}\psi'(t/2)\le\frac{qn_0tt_{ox}}{2\epsilon_{ox}},\\
\psi_s-\psi(x)&=\int_x^{t/2}\psi'\,dx'\le\frac{qn_0}{2\epsilon_s}\left(\frac{t^2}{4}-x^2\right)\le\frac{qn_0t^2}{8\epsilon_s}.
\end{align}
Adding them gives
\begin{equation}
0\le U-\psi\le D,\qquad D=qn_0\left(\frac{tt_{ox}}{2\epsilon_{ox}}+\frac{t^2}{8\epsilon_s}\right).
\label{D}
\end{equation}
For $D\ll V_T$ the density is nearly uniform across the film. This is volume inversion, and it is the origin of the factor $t$. The sheet density $N=\int n\,dx$ obeys
\begin{equation}
e^{-D/V_T}n_0te^{-V/V_T}\le N\le n_0te^{-V/V_T}.
\label{Nbound}
\end{equation}

\section{Current}

With $I$ positive into the drain, drift and diffusion together give
\begin{equation}
I=q\mu WN\frac{dV}{dy}.
\end{equation}
Current continuity makes $I$ independent of $y$. Integrating from source to drain,
\begin{equation}
I=q\mu\frac{W}{L}\int_0^{V_{DS}}N(V)\,dV.
\label{charge}
\end{equation}
The leading density $N=n_0te^{-V/V_T}$ and
\begin{equation}
\int_0^{V_{DS}}e^{-V/V_T}dV=V_T\left(1-e^{-V_{DS}/V_T}\right)
\end{equation}
give (\ref{law}). Integrating the bounds (\ref{Nbound}) in the same way gives, within the electron-only long-channel model,
\begin{equation}
e^{-D/V_T}\le\frac{I}{I_0}\le1.
\label{Ibound}
\end{equation}

At leading order $\psi=U$ along the channel, so there is no drift field. Differentiating $N=n_0te^{-V/V_T}$ gives $N\,dV/dy=-V_T\,dN/dy$, hence
\begin{equation}
I=-q\mu V_TW\frac{dN}{dy}.
\end{equation}
The current is diffusion, and $N$ falls linearly from source to drain. Numerically, at $V_{DS}=0.05$ V, the largest departure from this leading-order line was $1.5\times10^{-3}$ of the source density for $t=20$ nm, $t_{ox}=4$ nm and $U=0.25$ V. It occurs at the source and is the small reduction of $N$ below $n_0t$ derived in the next section. The curvature itself, measured from the straight line through the actual end values, is only about $1.3\times10^{-4}$.

\section{First dependence on insulator thickness}

To first order, the charge in Poisson's equation may be evaluated with $\psi=U$. The integrations above then become equalities:
\begin{equation}
U-\psi(x)\simeq qn_0e^{-V/V_T}\left[\frac{tt_{ox}}{2\epsilon_{ox}}+\frac{t^2/4-x^2}{2\epsilon_s}\right].
\end{equation}
The film average of $x^2$ is $t^2/12$, so the second term averages to $t^2/(12\epsilon_s)$. Expanding $e^{-(U-\psi)/V_T}$ to first order and averaging,
\begin{equation}
N\simeq n_0te^{-V/V_T}\left[1-\frac{qn_0}{V_T}e^{-V/V_T}\left(\frac{tt_{ox}}{2\epsilon_{ox}}+\frac{t^2}{12\epsilon_s}\right)\right].
\end{equation}
The correction to the current contains the ratio
\begin{equation}
\frac{\int_0^{V_{DS}}e^{-2V/V_T}dV}{\int_0^{V_{DS}}e^{-V/V_T}dV}
=\frac{1-e^{-2V_{DS}/V_T}}{2(1-e^{-V_{DS}/V_T})}
=\frac{1+e^{-V_{DS}/V_T}}{2}.
\end{equation}
Therefore
\begin{equation}
1-\frac{I}{I_0}\simeq\frac{qn_0}{V_T}\left(\frac{tt_{ox}}{4\epsilon_{ox}}+\frac{t^2}{24\epsilon_s}\right)\left(1+e^{-V_{DS}/V_T}\right).
\label{correction}
\end{equation}
At large drain bias the loss is half the film-averaged potential drop at the source, in units of $V_T$, because the charge decreases towards the drain.

If a fractional loss $\delta\ll1$ is acceptable at large $V_{DS}$, solving (\ref{correction}) for the bias gives
\begin{equation}
U_\delta=V_T\ln\left[\frac{\delta V_T}{qn_i\left(tt_{ox}/4\epsilon_{ox}+t^2/24\epsilon_s\right)}\right].
\label{limit}
\end{equation}
A thicker film or insulator lowers this limit.

\section{Approach to strong inversion}

A simpler model shows how the insulator returns. Keep its voltage drop but neglect bending inside the film. Define
\begin{equation}
w=\frac{U-\psi}{V_T},\qquad v=\frac{V}{V_T},\qquad A=\frac{qn_0tt_{ox}}{2\epsilon_{ox}V_T}.
\end{equation}
Half the film charge terminates on each gate, so
\begin{equation}
w=Ae^{-v-w},\qquad N=n_0te^{-v-w}=\frac{n_0t\,w}{A}.
\end{equation}
Taking the logarithm and differentiating gives $dv=-(1+1/w)\,dw$. At large $V_{DS}$, $w$ falls from its source value $w_0$ to nearly zero, so
\begin{equation}
\frac{I}{I_0}=\frac1A\int_0^{w_0}(1+w)\,dw=\frac{w_0+w_0^2/2}{A},\qquad w_0e^{w_0}=A.
\label{flat}
\end{equation}

For small $A$, $w_0=A-A^2+\frac32A^3+\cdots$, and
\begin{equation}
\frac{I}{I_0}=1-\frac A2+\frac{A^2}{2}+\cdots .
\label{second}
\end{equation}
The linear term reproduces the insulator part of (\ref{correction}). The positive quadratic term has two parts. To second order $w=Ae^{-v}-A^2e^{-2v}$, because the potential drop reduces the charge that causes it; this contributes $A^2/3$. The term $w^2/2$ in the expansion of $e^{-w}$ contributes the other $A^2/6$.

For large $w_0$, the quadratic term in (\ref{flat}) dominates. Substituting $A$ and $I_0$ gives
\begin{equation}
I\simeq\mu\frac WL\frac{\epsilon_{ox}}{t_{ox}}(U-\psi_{\rm source})^2 .
\end{equation}
The current now contains the insulator capacitance. It falls more slowly than $1/t_{ox}$ at fixed $U$, since $w_0$ grows with $t_{ox}$. Film bending is not small in strong inversion, so this limit explains the trend and is not used for numbers.

\section{Worked example}

Take $T=300$ K, $V_T=25.852$ mV, $n_i=10^{10}$ cm$^{-3}$, $\mu=300$ cm$^2$/Vs, $W=1$ $\mu$m and $L=5$ $\mu$m. The relative permittivities are 11.7 for the film and 3.9 for the insulator. At $U=0.25$ V, $n_0=1.584\times10^{14}$ cm$^{-3}$. For $t=20$ nm and $V_{DS}=0.5$ V the drain factor is essentially one, and
\begin{align}
I_0&=(1.602\times10^{-19}\,{\rm C})(300\,{\rm cm^2/Vs})(0.2)(0.025852\,{\rm V})\nonumber\\
&\quad\times(1.584\times10^{14}\,{\rm cm^{-3}})(2\times10^{-6}\,{\rm cm})=78.7\,{\rm pA}.
\end{align}
This is $7.87\times10^{-11}$ A. The law gives 39.4 pA at 10 nm and 157.5 pA at 40 nm.

The nonlinear Poisson equation, including holes, was also solved numerically and its sheet density integrated through (\ref{charge}). For $t=20$ nm the current is 78.706, 78.684 and 78.639 pA at $t_{ox}=2$, 4 and 8 nm. Quadrupling the insulator thickness changes it by less than $0.1\%$. Over the three film thicknesses the largest such change is $0.17\%$, at 40 nm.

For $t=20$ nm and $t_{ox}=4$ nm, (\ref{correction}) gives
\begin{equation}
\frac{qn_0}{V_T}\left(\frac{tt_{ox}}{4\epsilon_{ox}}+\frac{t^2}{24\epsilon_s}\right)=7.27\times10^{-4},
\end{equation}
against $7.26\times10^{-4}$ from the Poisson solution. The lower bound in (\ref{Ibound}) is 0.9984. The numerical slope, 59.55 mV per decade, agrees with $V_T\ln10$ to the accuracy expected from so small a correction.

For a first-order loss of $5\%$, (\ref{limit}) gives $U=0.372$, 0.359 and 0.344 V at $t_{ox}=2$, 4 and 8 nm. The Poisson loss there is about $4.55\%$. Equation (\ref{second}) accounts for the size of the difference: setting $A/2=0.05$ gives a loss of $0.05-0.005=4.5\%$. This treats the whole drop as an insulator drop, so it is an estimate.

At $U=0.60$ V the currents are 1.63, 1.09 and 0.70 $\mu$A for the same three insulators. Independence from $t_{ox}$ has gone; the fourfold thickness change alters the current by a factor of 2.3.

\section{Effects outside the ideal law}

\subsection{Fixed charge}

Let each face carry $N_f$ positive charges per unit area, with negligible mobile charge. The film field remains zero by symmetry, so all displacement from the face charge enters the insulator:
\begin{equation}
\epsilon_{ox}\frac{\psi-U}{t_{ox}}=qN_f,\qquad
\frac{I}{I_0}=\exp\left(\frac{qN_ft_{ox}}{\epsilon_{ox}V_T}\right).
\end{equation}
For $N_f=5\times10^{10}$ cm$^{-2}$ the factors are 1.20, 1.43 and 2.05 at 2, 4 and 8 nm. Fixed gate bias therefore gives $t_{ox}$ independence only if this charge is negligible or its voltage shift is compensated. Interface traps, whose charge changes with bias, are not included here; they also bring back a dependence on $t_{ox}$, and they raise the number of millivolts needed per decade of current.

Uniform ionized acceptors of density $N_A$ lower the potential. The same integrations, with $n_0$ replaced by $N_A$, give for a small shift
\begin{equation}
\frac{I}{I_0}\simeq\exp\left[-\frac{qN_A}{V_T}\left(\frac{tt_{ox}}{2\epsilon_{ox}}+\frac{t^2}{12\epsilon_s}\right)\right].
\end{equation}
For $10^{15}$ cm$^{-3}$, $t=20$ nm and $t_{ox}=4$ nm this is 0.991.

\subsection{Quantum confinement}

In a flat film with hard walls, a valley of mass $m$ across the film has levels $E_j=\pi^2\hbar^2j^2/(2mt^2)$, measured from the band edge. Define
\begin{equation}
\lambda=\sqrt{\frac{2\pi\hbar^2}{mkT}},\qquad \frac{E_j}{kT}=\frac{\pi\lambda^2j^2}{4t^2}.
\end{equation}
Let $m_d$ be the in-plane density-of-states mass. Each subband contributes $(m_dkT/\pi\hbar^2)e^{-E_j/kT}$ times a common Fermi factor. The classical sheet density is $(m_dkT/\pi\hbar^2)(t/\lambda)$ times the same factor. Confinement thus replaces $t$ by
\begin{equation}
t_{\rm eff}=\lambda\sum_{j=1}^{\infty}e^{-\pi\lambda^2j^2/4t^2}.
\end{equation}
Poisson summation gives
\begin{equation}
\sum_{j=1}^{\infty}e^{-aj^2}=\frac12\left[\sqrt{\frac{\pi}{a}}\left(1+2\sum_{l=1}^{\infty}e^{-\pi^2l^2/a}\right)-1\right].
\end{equation}
With $a=\pi\lambda^2/4t^2$, the correction exponentials are $e^{-4\pi l^2t^2/\lambda^2}$, negligible for $t\gtrsim\lambda$. Hence
\begin{equation}
t_{\rm eff}\simeq t-\frac\lambda2.
\end{equation}

For (100) faces, two silicon valleys have mass $0.92m_0$ across the film and four have $0.19m_0$. Their wavelengths are 4.49 and 9.87 nm. All six have equal classical density, so with one mobility for all valleys the lost thickness is
\begin{equation}
\frac13\frac{4.49}{2}+\frac23\frac{9.87}{2}=4.04\ {\rm nm}.
\end{equation}
Films of 10, 20 and 40 nm act as 5.96, 15.96 and 35.96 nm. The 20 nm current falls by about $20\%$, to 63 pA. Doubling $t$ from 10 to 20 nm raises the current by 2.7, not 2. Strict proportionality has become a straight line with an offset. Independence of $t_{ox}$ survives in this hard-wall model because the flat potential is unchanged. Penetration into a real insulator makes the loss smaller: a barrier of 3.1 eV with an oxide mass of $0.5m_0$ gives about 3.4 nm for the 20 nm film, a fall in current of about $17\%$.

\subsection{Source and drain fields}

With mobile charge neglected, the potentials added by the two ends obey Laplace's equation. Their slowest mode is $\cos(kx)e^{-ky}$ in the film and proportional to $\sin[k(t/2+t_{ox}-x)]e^{-ky}$ in the right insulator, vanishing at the gate. Continuity of potential and displacement gives
\begin{equation}
\tan\left(\frac{kt}{2}\right)\tan(kt_{ox})=\frac{\epsilon_{ox}}{\epsilon_s}.
\end{equation}
Raising the potential by $V_Tae^{-ky}$ multiplies the local density by $\exp(ae^{-ky})$. In the current integral this replaces $dy$ by $\exp(-ae^{-ky})dy$. The length lost at one end is therefore, with $s=ae^{-ky}$,
\begin{equation}
\int_0^\infty\left[1-e^{-ae^{-ky}}\right]dy=\frac1k\int_0^a\frac{1-e^{-s}}{s}ds\simeq\frac{\ln a+0.577}{k},
\end{equation}
for $a\gg1$. The mode amplitude is approximated by the end step. Taking the contact Fermi levels at the conduction-band edge and a gap of 1.12 eV, that step is $0.56-0.25=0.31$ V at the source and 0.81 V at the drain.

A sum over all modes, with the end step uniform in the film and falling linearly to zero across the insulator, gives total losses of about 70, 90 and 120 nm for $t=20$ nm and $t_{ox}=2$, 4 and 8 nm. These are about 1.4, 1.8 and $2.4\%$ of $L$. Dense electrons next to the contacts screen part of the step, which is neglected here. The loss depends only logarithmically on the step, so the values remain useful as estimates. At this length the ends cause more $t_{ox}$ dependence than the mobile charge, and of opposite sign. The lost length does not depend on $L$ while the two ends remain well separated, so its relative effect grows as $1/L$.

\subsection{Temperature and leakage}

At fixed gap, mobility and $U$, the current varies as $T^{5/2}\exp[-(E_g/2-qU)/kT]$: $T^{3/2}$ comes from the band density and one power from $V_T$. A 10 K rise multiplies it by 1.60. In real silicon the gap shrinks with temperature, which raises this factor to about 1.7 at fixed mobility; a mobility falling as $T^{-1.5}$ to $T^{-2.4}$ brings it back to about 1.6. The Boltzmann density is in error by about $2\times10^{-6}$, so degeneracy is negligible here.

For $t_{ox}=2$ nm the drain-corner insulator field is 4.1 MV/cm, below the rough 10 MV/cm breakdown strength of good thermal oxide. For $\Delta\phi=0$, a semiclassical estimate of gate-to-drain tunnelling over a 10 nm overlap, with an oxide tunnelling mass of $0.5m_0$, gives 0.05 pA for both gates and one conduction valley. On (100) faces two valleys have their minima at zero in-plane momentum and contribute equally, so the total is about 0.09 pA, or $0.12\%$ of the drain current. This is a zero-temperature value that ignores conservation of in-plane momentum in the oxide; including both effects at 300 K raises it to about 0.12 pA. The result is very sensitive to the oxide mass: $0.42m_0$ gives a total of about 0.9 pA, or $1.1\%$.

\section{Use for real devices}

The example resembles a long silicon test transistor with an oxide gate insulator. Its mobility is a rough value. In a fin only tens of nanometres long and less than 10 nm wide, confinement and the end fields are not small corrections and must be included from the outset. The two ends may then overlap, so the lost length derived above cannot simply be subtracted. The value 4.04 nm is for (100) faces; the same hard-wall estimate gives about 4.2 nm for (110) and (111) faces. In the 20 nm example, hard-wall confinement lowers the current by about $20\%$, while the assumed face charge raises it by $43\%$ at $t_{ox}=4$ nm. An error of one $V_T$ in $\Delta\phi$ changes it by a factor $e$. Equation (\ref{law}) is thus more dependable for scaling at controlled $U$, in films much thicker than the thermal wavelength and with few interface traps, than for predicting an absolute current from nominal gate voltage. The numerical output following this text lists the currents at $U=0.25$ V for all nine geometries.

\section*{Numbers as computed}
\begin{verbatim}
temperature 300 K; thermal voltage 25.852 mV
relative permittivity: film 11.7, oxide 3.9
ni 1.0e+10 cm^-3; mobility 300 cm2/Vs; gap 1.12 eV
L 5.0 um; W 1.0 um; U 0.25 V; VDS 0.50 V
electron density at U: 1.5842e+14 cm^-3
t 10 nm: closed-law current 39.371 pA
  t 10 nm, tox 2 nm: Poisson current 39.363 pA
  t 10 nm, tox 4 nm: Poisson current 39.358 pA
  t 10 nm, tox 8 nm: Poisson current 39.347 pA
t 20 nm: closed-law current 78.741 pA
  t 20 nm, tox 2 nm: Poisson current 78.706 pA
  t 20 nm, tox 4 nm: Poisson current 78.684 pA
  t 20 nm, tox 8 nm: Poisson current 78.639 pA
t 40 nm: closed-law current 157.482 pA
  t 40 nm, tox 2 nm: Poisson current 157.293 pA
  t 40 nm, tox 4 nm: Poisson current 157.204 pA
  t 40 nm, tox 8 nm: Poisson current 157.027 pA
largest current change, tox 2 against 8 nm: 0.170 %
base case t 20 nm, tox 4 nm: 1-I/I0 = 7.255e-04
  first-order prediction of it: 7.266e-04
  lower bound on I/I0: 0.998390
subthreshold slope, base case: 59.55 mV/decade
largest departure from linear density (VDS 0.05 V): 1.5e-03 of source value
t 20 nm, tox 2 nm, U 0.60 V: current 1.628 uA
t 20 nm, tox 4 nm, U 0.60 V: current 1.092 uA
t 20 nm, tox 8 nm, U 0.60 V: current 0.700 uA
t 20 nm, tox 2 nm: 5 % first-order limit at U 0.372 V; Poisson loss 4.55 %
t 20 nm, tox 4 nm: 5 % first-order limit at U 0.359 V; Poisson loss 4.55 %
t 20 nm, tox 8 nm: 5 % first-order limit at U 0.344 V; Poisson loss 4.56 %
face charge 5e+10 cm^-2, tox 2 nm: current factor 1.197
face charge 5e+10 cm^-2, tox 4 nm: current factor 1.432
face charge 5e+10 cm^-2, tox 8 nm: current factor 2.050
acceptors 1e+15 cm^-3, base case: current factor 0.9909
masses across film 0.92, 0.19 m0: wavelengths 4.49, 9.87 nm
valley-averaged thickness lost to confinement: 4.04 nm
  t 10 nm: effective thickness 5.96 nm
  t 20 nm: effective thickness 15.96 nm
  t 40 nm: effective thickness 35.96 nm
t 20 nm, tox 2 nm: end-field decay 9.83 nm; lost length 69.5 nm = 1.39 % of L
t 20 nm, tox 4 nm: end-field decay 12.61 nm; lost length 89.4 nm = 1.79 % of L
t 20 nm, tox 8 nm: end-field decay 17.12 nm; lost length 121.5 nm = 2.43 % of L
degeneracy error of Boltzmann density: 2.2e-06
current factor for 10 K rise (fixed gap, mobility): 1.598
drain-corner oxide field, tox 2 nm: 4.05 MV/cm
drain-corner potential step: 0.81 V
gate-drain tunnelling, 10 nm overlap: 4.6e-02 pA = 5.8e-02 % of drain current
\end{verbatim}
